\section*{Dressed States of the Jaynes-Cummings Model from a Conserved Excitation Number}

\section{The Hamiltonian and its conserved number}

\textbf{Q.} A cavity mode can hold any number of photons. Couple it to a molecule and the Hamiltonian is an infinite matrix. Why should I believe that it can be diagonalized by hand?

\textbf{A.} Because, in the model I have in mind, the coupling joins the states in pairs. Let the molecule have two levels, $|g\rangle$ and $|e\rangle$, separated by $\omega_a$, and let the cavity have one mode of frequency $\omega_c$. I set $\hbar=1$, so frequencies and energies share a unit, and measure energy from the molecular ground state with an empty cavity. The Jaynes-Cummings Hamiltonian is
\begin{equation}
H=\omega_c a^\dagger a+\omega_a s_+s_-+g\,(a s_+ + a^\dagger s_-),
\qquad s_+=|e\rangle\langle g|,\quad s_-=|g\rangle\langle e| .
\label{H}
\end{equation}
Here $s_+s_-=|e\rangle\langle e|$ registers whether the molecule is excited. The photon operators obey $[a,a^\dagger]=1$, $a|k\rangle=\sqrt{k}\,|k-1\rangle$ and $a^\dagger|k\rangle=\sqrt{k+1}\,|k+1\rangle$. Loss from the cavity and the molecule is left out.

\textbf{Q.} You have already chosen the coupling to suit yourself. The field is proportional to $a+a^\dagger$ and the transition dipole to $s_++s_-$. Their product has four terms, not two.

\textbf{A.} It does. The two missing terms are
\begin{equation}
V'=g\,(a^\dagger s_+ + a s_-).
\label{Vp}
\end{equation}
In the interaction picture $a$ acquires the factor $e^{-i\omega_c t}$ and $s_+$ the factor $e^{i\omega_a t}$. With the detuning $\Delta=\omega_a-\omega_c$, the products behave as
\begin{equation}
a s_+\to a s_+\,e^{i\Delta t},\qquad
a^\dagger s_+\to a^\dagger s_+\,e^{i(\omega_a+\omega_c)t}.
\end{equation}
Near resonance the first phase turns slowly and its effect accumulates, while the second turns quickly and nearly averages out. Dropping $V'$ is the rotating-wave approximation. It needs $g\sqrt n\ll\omega_a+\omega_c$ for the photon numbers $n$ of interest, and $|\Delta|\ll\omega_a+\omega_c$ so that the retained terms dominate. We can put a number on the error once we have a solution.

I also take $g>0$. If the coupling were $|g|e^{i\phi}as_+$ plus its Hermitian conjugate, the new state $|e'\rangle=e^{i\phi}|e\rangle$ would absorb the phase, since $|e'\rangle\langle g|=e^{i\phi}s_+$.

\textbf{Q.} Then what does the surviving coupling conserve? It certainly changes the photon number.

\textbf{A.} It changes the photon number and the molecular excitation by opposite amounts. That suggests the sum
\begin{equation}
N=a^\dagger a+s_+s_- .
\end{equation}
To prove conservation, first find how $N$ commutes with each factor:
\begin{align}
[a^\dagger a,a]&=[a^\dagger,a]\,a=-a,\\
[s_+s_-,s_+]&=s_+s_-s_+-s_+s_+s_-=s_+ .
\end{align}
In the second line $s_+s_+=0$, and $s_-s_+=|g\rangle\langle g|$ leaves $s_+$ unchanged when it stands on its right. Photon and molecular operators commute with each other, so
\begin{equation}
[N,as_+]=[a^\dagger a,a]\,s_++a\,[s_+s_-,s_+]=-as_++as_+=0 .
\end{equation}
The Hermitian conjugate gives $[N,a^\dagger s_-]=0$. The first two terms of $H$ are built from the same number operators as $N$ and commute with it, so $[N,H]=0$.

The approximation matters here. Since $[a^\dagger a,a^\dagger]=+a^\dagger$, the same calculation gives $[N,a^\dagger s_+]=2a^\dagger s_+$. The omitted terms change $N$ by two and would destroy the conservation law, leaving the parity $(-1)^N$ conserved.

\section{From an infinite matrix to pairs}

\textbf{Q.} A conservation law is not yet a diagonalization. How does it cut the matrix up?

\textbf{A.} Take two states with $N|\psi\rangle=n|\psi\rangle$ and $N|\psi'\rangle=n'|\psi'\rangle$. Then
\begin{equation}
0=\langle\psi'|[N,H]|\psi\rangle=(n'-n)\,\langle\psi'|H|\psi\rangle .
\end{equation}
For $n'\neq n$ the matrix element vanishes. It remains to count the states with a given $n$. Since $N|g,k\rangle=k|g,k\rangle$ and $N|e,k\rangle=(k+1)|e,k\rangle$, they are
\begin{equation}
n=0:\ |g,0\rangle;\qquad n\ge1:\ |e,n-1\rangle,\ |g,n\rangle .
\end{equation}
Every product state appears once in this list, so nothing is missed. The state $|g,0\rangle$ has no partner and is an eigenstate with energy zero.

\textbf{Q.} Show me a block. I want to see where its square root comes from.

\textbf{A.} The diagonal elements are the uncoupled energies:
\begin{align}
\langle e,n-1|H|e,n-1\rangle&=(n-1)\omega_c+\omega_a=n\omega_c+\Delta,\\
\langle g,n|H|g,n\rangle&=n\omega_c .
\end{align}
For the off-diagonal element, $a s_+$ removes one of $n$ photons and excites the molecule:
\begin{equation}
\langle e,n-1|H|g,n\rangle=g\,\langle n-1|a|n\rangle=g\sqrt n .
\end{equation}
In the order $|e,n-1\rangle,|g,n\rangle$ the block is therefore
\begin{equation}
H_n=n\omega_c\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}\Delta&g\sqrt n\\ g\sqrt n&0\end{pmatrix}.
\label{block}
\end{equation}
The label $n$ counts excitations, not photons. The block $n=1$ contains an excited molecule in an empty cavity, and its coupling is $g$, not zero, because $a^\dagger|0\rangle=|1\rangle$.

\section{Energies}

\textbf{Q.} I could put that into the quadratic formula. Is there a way that shows why the answer has its form?

\textbf{A.} Split off the mean of the two diagonal elements:
\begin{equation}
H_n=\left(n\omega_c+\frac{\Delta}{2}\right)\begin{pmatrix}1&0\\0&1\end{pmatrix}+R_n,
\qquad
R_n=\begin{pmatrix}\Delta/2&g\sqrt n\\ g\sqrt n&-\Delta/2\end{pmatrix}.
\end{equation}
The first part shifts both levels equally. Now square the second. Its off-diagonal elements cancel, $(\Delta/2)g\sqrt n-g\sqrt n(\Delta/2)=0$, and both diagonal elements equal $\Delta^2/4+g^2n$. Hence
\begin{equation}
R_n^2=\frac{\Omega_n^2}{4}\begin{pmatrix}1&0\\0&1\end{pmatrix},
\qquad \Omega_n=\sqrt{\Delta^2+4g^2n}.
\label{Omega}
\end{equation}
Each eigenvalue of $R_n$ must be $+\Omega_n/2$ or $-\Omega_n/2$. Their sum is the trace of $R_n$, which is zero, so there is one of each:
\begin{equation}
E_{n,\pm}=n\omega_c+\frac{\Delta}{2}\pm\frac{\Omega_n}{2},\qquad n\ge1 .
\label{E}
\end{equation}
The splitting is $E_{n,+}-E_{n,-}=\Omega_n$. Detuning and coupling add in quadrature because their cross terms cancel when $R_n$ is squared.

\textbf{Q.} Put numbers in.

\textbf{A.} Take round model parameters $\omega_c=0.080$, $\omega_a=0.082$ and $g=0.001$ hartree, so $\Delta=0.002$ hartree. For $n=1$,
\begin{align}
\Omega_1&=\sqrt{(0.002)^2+4(0.001)^2}=0.002828\ \text{hartree},\\
E_{1,\pm}&=0.080+0.001\pm0.001414\ \text{hartree},
\end{align}
which gives $0.082414$ and $0.079586$ hartree. The first three pairs, in hartree, are
\begin{center}
\begin{tabular}{cccc}
$n$ & $E_{n,-}$ & $E_{n,+}$ & $\Omega_n$\\
1 & 0.079586 & 0.082414 & 0.002828\\
2 & 0.159268 & 0.162732 & 0.003464\\
3 & 0.239000 & 0.243000 & 0.004000
\end{tabular}
\end{center}
The splittings correspond to 77, 94 and 109 meV. The numerical check also obtains them from the full matrix in a truncated photon space, without using the blocks.

\section{Dressed states and the mixing angle}

\textbf{Q.} You have energies but no states. What are the molecule and the field doing at energy $E_{n,+}$?

\textbf{A.} They share one excitation; any others stay in the field. Equation~(\ref{Omega}) says that $\Delta/\Omega_n$ and $2g\sqrt n/\Omega_n$ have squares adding to one, so they are the cosine and sine of an angle, which I call $2\theta_n$:
\begin{equation}
\cos2\theta_n=\frac{\Delta}{\Omega_n},\qquad
\sin2\theta_n=\frac{2g\sqrt n}{\Omega_n},\qquad 0<\theta_n<\frac{\pi}{2}.
\label{theta}
\end{equation}
The range follows from the positive sine. Then
\begin{equation}
R_n=\frac{\Omega_n}{2}
\begin{pmatrix}\cos2\theta_n&\sin2\theta_n\\ \sin2\theta_n&-\cos2\theta_n\end{pmatrix}.
\end{equation}
Try the vector with components $\cos\theta_n,\sin\theta_n$. The angle-difference identities give
\begin{align}
\cos2\theta_n\cos\theta_n+\sin2\theta_n\sin\theta_n&=\cos\theta_n,\\
\sin2\theta_n\cos\theta_n-\cos2\theta_n\sin\theta_n&=\sin\theta_n .
\end{align}
The vector is reproduced, so its eigenvalue is $+\Omega_n/2$. For the orthogonal vector $-\sin\theta_n,\cos\theta_n$ the two components become
\begin{align}
-\cos2\theta_n\sin\theta_n+\sin2\theta_n\cos\theta_n&=\sin\theta_n,\\
-\sin2\theta_n\sin\theta_n-\cos2\theta_n\cos\theta_n&=-\cos\theta_n .
\end{align}
Both signs are reversed, so its eigenvalue is $-\Omega_n/2$. The dressed states are
\begin{align}
|n,+\rangle&=\cos\theta_n\,|e,n-1\rangle+\sin\theta_n\,|g,n\rangle,\label{plus}\\
|n,-\rangle&=-\sin\theta_n\,|e,n-1\rangle+\cos\theta_n\,|g,n\rangle .\label{minus}
\end{align}
The probability of finding the molecule excited in the upper state is
\begin{equation}
\cos^2\theta_n=\frac{1+\cos2\theta_n}{2}=\frac12\left(1+\frac{\Delta}{\Omega_n}\right).
\end{equation}
In the example with $n=1$, $\cos2\theta_1=0.002/0.002828=0.707$, so $\theta_1=22.5^\circ$ and the probability is $0.854$. For $n=3$ the stronger coupling mixes the pair more: $\cos2\theta_3=0.002/0.004=0.5$, $\theta_3=30^\circ$, and the probability is $0.75$.

\textbf{Q.} Why two equations for one angle? Dividing them gives $\tan2\theta_n=2g\sqrt n/\Delta$, and I can take an arctangent.

\textbf{A.} For $\Delta>0$ you can. For $\Delta<0$ the principal arctangent is negative. It gives an angle $\theta'=\theta_n-\pi/2$, because the tangent of $2\theta_n$ repeats after $\pi$. Since $\cos\theta'=\sin\theta_n$ and $\sin\theta'=-\cos\theta_n$, your supposed upper state would be
\begin{equation}
\sin\theta_n|e,n-1\rangle-\cos\theta_n|g,n\rangle=-|n,-\rangle,
\end{equation}
which is the lower state. The tangent alone does not fix the labels. The sign of the cosine, together with the positive sine, does. A two-argument arctangent uses both.

\section{Limits and meaning}

\textbf{Q.} At resonance the uncoupled levels coincide. Surely a small coupling then has a small effect?

\textbf{A.} On the energies, yes; on the states, no. At $\Delta=0$,
\begin{equation}
\Omega_n=2g\sqrt n,\qquad \theta_n=\frac{\pi}{4},
\end{equation}
so each dressed state contains $|e,n-1\rangle$ and $|g,n\rangle$ with equal probability however small $g$ is, as long as loss may be neglected. When $\Delta$ is varied at fixed $g$ and $n$, this is also the smallest value of $\Omega_n$: the uncoupled levels cross, but the dressed levels do not. For the example's coupling and $n=1$, the angle is $67.5^\circ$, $45^\circ$ and $22.5^\circ$ at $\Delta=-0.002$, $0$ and $+0.002$ hartree. The upper state thus changes from mostly photon to mostly molecular excitation.

\textbf{Q.} And far from resonance? The coupling should become a small correction there.

\textbf{A.} Take $\Delta>0$ and $2g\sqrt n\ll\Delta$. The upper level lies above its uncoupled energy $n\omega_c+\Delta$ by $(\Omega_n-\Delta)/2$. With $x=4g^2n/\Delta^2$ and $\sqrt{1+x}=1+x/2-x^2/8+\cdots$,
\begin{equation}
\frac{\Omega_n-\Delta}{2}=\frac{\Delta}{2}\left(\sqrt{1+x}-1\right)
=\frac{g^2n}{\Delta}-\frac{g^4n^2}{\Delta^3}+\cdots .
\label{far}
\end{equation}
The lower level moves down by the same amount, since the mean is fixed. For $n=1$ and $\Delta=0.020$ hartree, keeping $\omega_c$ and $g$, the leading term is $(0.001)^2/0.020=5.000\times10^{-5}$ hartree. The full matrix gives $4.988\times10^{-5}$ hartree, lower as the second term requires. These digits belong to $H$ alone. Restoring $V'$ lowers $|g,1\rangle$ by a further $2g^2/(\omega_a+\omega_c)=1.1\times10^{-5}$ hartree, as shown in the last section, so the lower level then moves by $-6.10\times10^{-5}$ hartree: at this detuning the rotating-wave error is 22\,\% of the shift and far exceeds the second term of (\ref{far}). The expansion fails at large enough $n$, whatever the detuning, because $2g\sqrt n$ grows.

\textbf{Q.} So far $\Omega_n$ is a distance on an energy diagram. What happens if I prepare an excited molecule, which is not a dressed state?

\textbf{A.} The excitation moves back and forth at the angular frequency $\Omega_n$. Inverting (\ref{plus}) and (\ref{minus}) gives
\begin{equation}
|e,n-1\rangle=\cos\theta_n|n,+\rangle-\sin\theta_n|n,-\rangle .
\end{equation}
Each dressed state acquires its own phase. The overlaps of $|g,n\rangle$ with $|n,+\rangle$ and $|n,-\rangle$ are $\sin\theta_n$ and $\cos\theta_n$, so the amplitude for $|g,n\rangle$ at time $t$ is
\begin{align}
A(t)&=\sin\theta_n\cos\theta_n\left(e^{-iE_{n,+}t}-e^{-iE_{n,-}t}\right)\nonumber\\
&=-i\sin2\theta_n\,e^{-i(n\omega_c+\Delta/2)t}\sin\frac{\Omega_nt}{2}.
\end{align}
The second line takes out the mean phase and uses $e^{-iy}-e^{iy}=-2i\sin y$ and $2\sin\theta_n\cos\theta_n=\sin2\theta_n$. The transfer probability is
\begin{equation}
|A(t)|^2=\frac{4g^2n}{\Omega_n^2}\,\sin^2\frac{\Omega_nt}{2}.
\end{equation}
Its period is $2\pi/\Omega_n$, because $\sin^2$ repeats when its argument advances by $\pi$. For the original example with $n=1$ the period is $53.7$ fs and the largest probability is $4(0.001)^2/(0.002828)^2=0.50$. Detuning makes the exchange faster but incomplete. The formula holds for times short compared with the lifetimes of both states of the pair. With a constant loss rate per photon, $|g,n\rangle$ lives only $1/n$ as long as $|g,1\rangle$. The condition is demanding for the example. In atomic units and in vacuum $g=\mu\sqrt{2\pi\omega_c/V}$, so $g=0.001$ hartree for one molecule needs a mode volume $V$ of about $10^2$ nm$^3$ for a transition dipole $\mu$ of 3 D and $10^3$ nm$^3$ for 10 D, against $2\times10^7$ nm$^3$ for a cube of side $\lambda/2$. With photon loss alone, lifetimes of 500, 50 and 10 fs reduce the largest probability from $0.50$ to $0.49$, $0.39$ and $0.17$.

\section{What the approximation costs}

\textbf{Q.} You promised a number for the terms you threw away.

\textbf{A.} Restore $V'$ from (\ref{Vp}) and treat it to second order in $g$. Acting on the ground state it gives $V'|g,0\rangle=g|e,1\rangle$, a state higher by $\omega_a+\omega_c$. The ground level therefore shifts by
\begin{equation}
-\frac{g^2}{\omega_a+\omega_c}=-\frac{(0.001)^2}{0.162}=-6.17\times10^{-6}\ \text{hartree},
\end{equation}
and diagonalization with $V'$ included gives the same value to these digits. This is the shift due to $V'$ only. The field-dipole form of the coupling also carries a dipole self-energy of the same order, $(g^2/\omega_c)(s_++s_-)^2$. For two levels without permanent dipoles it is the constant $g^2/\omega_c=1.25\times10^{-5}$ hartree, which leaves all splittings unchanged but turns the ground shift into $+6.33\times10^{-6}$ hartree.

For the pair $n=1$, $V'|e,0\rangle=0$, because the molecule cannot be excited again and there is no photon to remove. But $V'|g,1\rangle=\sqrt2\,g|e,2\rangle$, again higher by $\omega_a+\omega_c$. So $|g,1\rangle$ moves down by $2g^2/(\omega_a+\omega_c)$ while $|e,0\rangle$ stays, which raises the effective detuning by that amount. From (\ref{Omega}), $d\Omega_1/d\Delta=\Delta/\Omega_1$, and the relative change of the splitting is
\begin{equation}
\frac{\delta\Omega_1}{\Omega_1}\approx\frac{2g^2}{\omega_a+\omega_c}\,\frac{\Delta}{\Omega_1^2}
=\frac{2(0.001)^2}{0.162}\,\frac{0.002}{(0.002828)^2}=0.0031 .
\end{equation}
Diagonalization with $V'$ gives $0.002837$ instead of $0.002828$ hartree, an increase of $0.31\,\%$ of the Jaynes-Cummings splitting. This is the rotating-wave error of this one splitting at this detuning, within a model of two levels and one mode. The estimate is proportional to $\Delta/\Omega_1^2$, so it vanishes at resonance and changes sign for $\Delta<0$, while the level shifts of order $g^2/(\omega_a+\omega_c)$ remain. It says nothing about further molecular levels or cavity modes.

\textbf{Q.} Then strong coupling is the danger. Does the formula itself give a warning?

\textbf{A.} It gives one through the ground state. The state $|g,0\rangle$ is the lowest state of $H$ if every $E_{n,-}$ is positive, that is, if
\begin{equation}
n\omega_c+\frac{\Delta}{2}>\frac12\sqrt{\Delta^2+4g^2n}.
\end{equation}
The left side equals $[(2n-1)\omega_c+\omega_a]/2$ and is positive, so squaring preserves the inequality. Cancelling $\Delta^2/4$ and dividing by $n$ leaves
\begin{equation}
g^2<n\omega_c^2+\omega_c\Delta=\omega_c\,[\omega_a+(n-1)\omega_c].
\end{equation}
The case $n=1$ is the most restrictive and requires $g^2<\omega_a\omega_c$. Beyond that, $|1,-\rangle$ falls below $|g,0\rangle$. Near resonance, however, such a $g$ is comparable with $\omega_a+\omega_c$, and the neglect of $V'$ is no longer justified. The crossing is a property of the Hamiltonian (\ref{H}), not a reliable prediction for a molecule in a cavity. In the example $g^2$ is $10^{-6}$ and $\omega_a\omega_c$ is $6.6\times10^{-3}$, both in hartree squared, so $|g,0\rangle$ remains the lowest state of $H$ by a wide margin.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
omega_c = 0.080 hartree
omega_a = 0.082 hartree
g = 0.001 hartree
Delta = 0.002 hartree
DRESSED STATES
n=1: g sqrt(n) = 0.001000 hartree
n=1: E+ = 0.082414 hartree
n=1: E- = 0.079586 hartree
n=1: splitting, formula = 0.002828 hartree
n=1: splitting, full matrix = 0.002828 hartree
n=1: splitting = 76.97 meV
n=1: mixing angle = 22.50 degrees
n=1: weight of e in upper state = 0.8536
n=2: g sqrt(n) = 0.001414 hartree
n=2: E+ = 0.162732 hartree
n=2: E- = 0.159268 hartree
n=2: splitting, formula = 0.003464 hartree
n=2: splitting, full matrix = 0.003464 hartree
n=2: splitting = 94.26 meV
n=2: mixing angle = 27.37 degrees
n=2: weight of e in upper state = 0.7887
n=3: g sqrt(n) = 0.001732 hartree
n=3: E+ = 0.243000 hartree
n=3: E- = 0.239000 hartree
n=3: splitting, formula = 0.004000 hartree
n=3: splitting, full matrix = 0.004000 hartree
n=3: splitting = 108.85 meV
n=3: mixing angle = 30.00 degrees
n=3: weight of e in upper state = 0.7500
MIXING ANGLE FOR n=1 AGAINST DETUNING
Delta = -0.002 hartree: theta = 67.50 degrees
Delta = +0.000 hartree: theta = 45.00 degrees
Delta = +0.002 hartree: theta = 22.50 degrees
POPULATION EXCHANGE FOR n=1
period = 53.73 fs
largest transfer probability = 0.5000
FAR-DETUNED CASE, n=1
Delta = 0.020 hartree
upper-level shift, full matrix = 4.9876e-05 hartree
g^2/Delta = 5.0000e-05 hartree
COUNTER-ROTATING TERMS RESTORED
ground-level shift = -6.173e-06 hartree
second-order estimate = -6.173e-06 hartree
n=1 splitting = 0.002837 hartree
relative change of splitting = 0.31 %
CHECK
largest spectrum error = 5e-15 hartree
\end{verbatim}
